# Reflection at one altered bond between identical tight-binding chains

In a row of atoms with hopping energy 2.0 eV, an electron at the band centre meets one bond whose hopping is 20% too weak. It is reflected with probability 0.0482. If that bond is instead 25% too strong, the reflection probability is again 0.0482. If it is 20% too strong, the probability is 0.0325. The theorem below explains why the partner of a 20% weakening is a 25% strengthening.

## Setting and assumptions

Each atom, numbered by an integer \(n\), carries one orbital. The orbitals are orthogonal, have energy zero and are a distance \(a\) apart. Neighbours are coupled by the matrix element \(-t\), with \(t>0\), except that atoms 0 and 1 are coupled by \(-rt\), with \(r>0\). The atoms \(n\le 0\) form the left chain and the atoms \(n\ge 1\) the right chain. Scattering is elastic and electrons are independent. In the algebra \(\hbar=1\).

Away from the altered bond, the amplitudes \(\psi_n\) of a state of energy \(E\) obey

\[
E\psi_n=-t(\psi_{n-1}+\psi_{n+1}). \tag{1}
\]

Inserting \(\psi_n=e^{i\theta n}\), with \(\theta=ka\), gives

\[
E=-2t\cos\theta,\qquad v=\frac{dE}{dk}=2ta\sin\theta .
\]

For \(0<\theta<\pi\) this wave moves to the right. The band runs from \(-2t\) to \(2t\), and its centre \(E=0\) has \(\theta=\pi/2\).

A wave arriving from the left gives the scattering state

\[
\psi_n=e^{i\theta n}+\rho e^{-i\theta n}\ (n\le0),\qquad
\psi_n=\tau e^{i\theta n}\ (n\ge1). \tag{2}
\]

The phase of \(\rho\) refers to atom 0. Define \(R=|\rho|^2\) and \(T=|\tau|^2\).

## Lemma 1: R and T are probabilities

**Statement.** \(R+T=1\).

**Proof.** Let the bond from \(n\) to \(n+1\) have matrix element \(-h_n\). From \(i\,d\psi_n/ds=-h_n\psi_{n+1}-h_{n-1}\psi_{n-1}\), where \(s\) is time,

\[
\frac{d|\psi_n|^2}{ds}=2\,\mathrm{Im}\Big[\psi_n^*\,i\frac{d\psi_n}{ds}\Big]=J_{n-1}-J_n,\qquad
J_n=2h_n\,\mathrm{Im}(\psi_n^*\psi_{n+1}).
\]

Here \(\mathrm{Im}(\psi_n^*\psi_{n-1})=-\mathrm{Im}(\psi_{n-1}^*\psi_n)\) was used. So \(J_n\) is the current through the bond, and in a stationary state it is the same on every bond. In the left chain,

\[
J=2t\,\mathrm{Im}\big[e^{i\theta}+R e^{-i\theta}+\rho e^{-i\theta(2n+1)}+\rho^*e^{i\theta(2n+1)}\big]
=2t\sin\theta\,(1-R),
\]

because the last two terms are complex conjugates with a real sum. In the right chain \(J=2t\sin\theta\,T\). Equating the two gives the claim. This uses the equal hopping of the two chains: if the hoppings differed at the same spacing, \(|\tau|^2\) would have to be multiplied by the ratio of the right velocity to the left one. ∎

## Lemma 2: matching at the altered bond

**Statement.**

\[
e^{i\theta}+\rho e^{-i\theta}=r\tau e^{i\theta},\qquad \tau=r(1+\rho). \tag{3}
\]

**Proof.** The equation at atom 0 is \(E\psi_0=-t\psi_{-1}-rt\psi_1\). The left-hand form in (2), continued to \(n=1\), has the value \(L_1=e^{i\theta}+\rho e^{-i\theta}\) and satisfies (1), so \(E\psi_0=-t\psi_{-1}-tL_1\). Subtraction gives \(L_1=r\psi_1\), the first condition.

The equation at atom 1 is \(E\psi_1=-rt\psi_0-t\psi_2\). The right-hand form continued to \(n=0\) has the value \(\tau\), so \(E\psi_1=-t\tau-t\psi_2\). Subtraction gives \(\tau=r\psi_0=r(1+\rho)\). ∎

## Theorem

**Statement.** Under these assumptions, for every energy inside the band,

\[
T=\frac{4\sin^2\theta}{(r-1/r)^2+4\sin^2\theta}. \tag{4}
\]

At the band centre

\[
T=\frac{4r^2}{(1+r^2)^2},\qquad R=\left(\frac{1-r^2}{1+r^2}\right)^2 . \tag{5}
\]

At a given energy, two bonds \(r\) and \(r'\) reflect equally if and only if \(r'=r\) or \(r'=1/r\).

**Proof.** The second condition in (3) gives \(\rho=\tau/r-1\). Put this into the first:

\[
e^{i\theta}-e^{-i\theta}+\frac{\tau}{r}e^{-i\theta}=r\tau e^{i\theta}
\quad\Rightarrow\quad
2i\sin\theta=\tau\Big(re^{i\theta}-\frac{e^{-i\theta}}{r}\Big).
\]

Multiplying by \(r\) and solving,

\[
\tau=\frac{2ir\sin\theta}{r^2e^{i\theta}-e^{-i\theta}} .
\]

Then, writing \(2i\sin\theta=e^{i\theta}-e^{-i\theta}\),

\[
\rho=\frac{\tau}{r}-1=\frac{e^{i\theta}-e^{-i\theta}-r^2e^{i\theta}+e^{-i\theta}}{r^2e^{i\theta}-e^{-i\theta}}
=\frac{(1-r^2)e^{i\theta}}{r^2e^{i\theta}-e^{-i\theta}}. \tag{6}
\]

The squared modulus of the denominator is

\[
r^4+1-2r^2\cos2\theta=(1-r^2)^2+2r^2(1-\cos2\theta)=(1-r^2)^2+4r^2\sin^2\theta .
\]

It does not vanish inside the band. Hence \(T=4r^2\sin^2\theta/[(1-r^2)^2+4r^2\sin^2\theta]\), and division of numerator and denominator by \(r^2\) gives (4). At \(\theta=\pi/2\) the denominator of (4) is \((r-1/r)^2+4=(r+1/r)^2\), which gives (5).

For the last claim, write \(r=e^{\lambda}\). Then \((r-1/r)^2=4\sinh^2\lambda\), which increases strictly with \(|\lambda|\). Equal \(T\) at the same energy therefore means equal \(|\ln r|\). ∎

In terms of \(\lambda=\ln r\), the band-centre results are \(T=1/\cosh^2\lambda\) and \(R=\tanh^2\lambda\). The relevant measure of a bond's alteration is the logarithm of its relative strength.

**Limits.** For \(r=1\) there is no reflection. For \(r\to0\) the chains separate and \(T\approx4r^2\) at the band centre; for \(r\to\infty\), \(T\approx4/r^2\). At either band edge \(\sin\theta\to0\), so \(T\to0\) for every fixed \(r\ne1\): slow electrons are turned back even by a small alteration.

## Remark 1: why a strong bond reflects

At \(E=0\) the equations at atoms 0 and 1 read

\[
0=-t\psi_{-1}-rt\psi_1,\qquad 0=-rt\psi_0-t\psi_2,
\]

so \(\psi_1=-\psi_{-1}/r\) and \(\psi_0=-\psi_2/r\). Insert these into the equations of the next atoms outward:

\[
0=-t\psi_{-2}+\frac{t}{r}\psi_2,\qquad 0=\frac{t}{r}\psi_{-1}\,-t\psi_3 .
\]

The two atoms have disappeared. What remains is a pair of chains ending at atoms \(-1\) and 2, joined by a matrix element \(+t/r\). Its sign can be reversed by changing the sign of all amplitudes on the right, which leaves probabilities unchanged. At the band centre, a bond strengthened to \(r\) thus acts as a bond weakened to \(1/r\). The two atoms of a very strong bond, taken alone, have levels at \(\mp rt\), far from \(E=0\). They still couple to their outer neighbours with \(t\), but at the band centre they link the two chains only through the small effective element \(t/r\).

The reflected waves differ in phase. At the band centre (6) gives

\[
\rho=\frac{1-r^2}{1+r^2},\qquad |\psi_n|^2=\big[1+(-1)^n\rho\big]^2\quad(n\le0),
\]

since \(e^{\pm i\pi n/2}\) differ by the factor \((-1)^n\). Replacing \(r\) by \(1/r\) reverses the sign of \(\rho\) and exchanges the crests and troughs of the standing wave. For \(r=0.8\), \(\rho=+0.2195\) and atom 0 has density \(1.2195^2=1.487\), relative to the incident wave. For \(r=1.25\), \(\rho=-0.2195\) and the density is 0.609. On the incident side, the weak bond has a large amplitude beside it and the strong bond a small one; atom 1 has the same density, \(T\), in both cases. The product \(r\psi_0=\tau\) is the same: \(0.8\times1.2195=1.25\times0.7805=0.976\), whose square is \(T=0.952\).

## Remark 2: equal percentage changes

Let \(r=1+\delta\) with small \(\delta\) of either sign. Then \(1-r^2=-2\delta(1+\delta/2)\) and \(1+r^2=2(1+\delta+\delta^2/2)\), so

\[
R=\delta^2\left[\frac{1+\delta/2}{1+\delta+\delta^2/2}\right]^2
=\delta^2\big[1-\tfrac{\delta}{2}+O(\delta^2)\big]^2=\delta^2-\delta^3+O(\delta^4).
\]

Equal percentage changes reflect equally only to leading order. For \(\delta=\pm0.02\), solving the site equations directly gives \(3.920\times10^{-4}\) for the stronger bond and \(4.080\times10^{-4}\) for the weaker, as the two terms predict. The ordering holds for every \(0<\delta<1\): since \((1-\delta)(1+\delta)<1\), the logarithm of \(1-\delta\) is larger in size than that of \(1+\delta\).

## Proposition: a strong bond also binds

**Statement.** States localized at the altered bond exist if and only if \(r>1\). Their energies are \(\mp t(r+1/r)\).

**Proof.** A decaying state has \(\psi_n=x^{-n}\) for \(n\le0\) and \(\psi_n=cx^{n-1}\) for \(n\ge1\), with \(|x|<1\) and \(E=-t(x+1/x)\). The matching argument of Lemma 2 requires each side, continued across the bond, to equal \(r\) times the true amplitude there: \(1/x=rc\) and \(c/x=r\). The second gives \(c=rx\); the first then gives \(r^2x^2=1\), so \(x=\pm1/r\). Decay requires \(r>1\), and the energies follow. ∎

For \(r=1.25\) they are \(\mp2.0\,(1.25+0.80)=\mp4.10\) eV, just outside the band edges at \(\mp4.0\) eV. Diagonalizing a chain of 400 atoms gave these two levels, and none outside the band for \(r=0.8\). Transmission probability alone cannot distinguish the two bonds; the bound states and the phase of \(\rho\) can.

## Remark 3: shifted boundary atoms change the pairing

Suppose both boundary orbitals have energy \(U=ut\). The equations at atoms 0 and 1 gain \(U\psi_0\) and \(U\psi_1\), and the matching conditions become \(L_1=r\psi_1-u\psi_0\) and \(\tau=r\psi_0-u\psi_1\). At the band centre \(L_1=i(1-\rho)=i(2-\psi_0)\) and \(\tau=-i\psi_1\). Therefore

\[
2i=r\psi_1+(i-u)\psi_0,\qquad \psi_0=\frac{(u-i)\psi_1}{r}.
\]

Eliminating \(\psi_0\) gives \(\psi_1=2ir/[r^2-(u-i)^2]=2ir/(1+r^2-u^2+2iu)\), and

\[
T=\frac{4r^2}{(1+r^2-u^2)^2+4u^2},\qquad
R=\frac{(r^2-1-u^2)^2}{(1+r^2-u^2)^2+4u^2}.
\]

The second formula is \(1-T\), with the numerator collected into a square. At the band centre reflection now vanishes at \(r^2=1+u^2\), a strengthened bond, and the equally reflecting partner of \(r\) is \((1+u^2)/r\) instead of \(1/r\). For \(U=0.5\) eV, \(u=0.25\), the transmission falls from 0.952 to 0.935 at \(r=0.8\) but rises to 0.962 at \(r=1.25\).

## Two boundaries and resistance

Let \(m\) atoms lie between two equal altered bonds. A round trip between them multiplies the amplitude by \(\rho^2e^{2i\theta(m-1)}=Re^{i\phi}\), which defines \(\phi\). Summing over the number of round trips,

\[
T_{12}=\left|\frac{\tau^2}{1-Re^{i\phi}}\right|^2 .
\]

At the band centre \(\rho^2=R\) and \(e^{i\phi}=(-1)^{m-1}\). Odd \(m\) gives \(T^2/(1-R)^2=1\); even \(m\) gives \(T^2/(1+R)^2\). For \(r=0.8\), 121 atoms transmit fully and 120 atoms transmit 0.825.

Exactly at the band centre \(\phi\) can only be 0 or \(\pi\) (up to full turns), whatever the grain lengths. Slightly off centre, varying lengths can spread \(\phi\) over all values; in long grains the thermal spread of energies does so too, while \(T\) and \(R\) hardly change. If \(\phi\) is uniform, the cross terms in \(|\sum_j R^je^{ij\phi}|^2\) average to zero:

\[
\overline{T_{12}}=T^2\sum_{j=0}^{\infty}R^{2j}=\frac{T^2}{1-R^2}=\frac{T}{1+R},\qquad
\frac{1-\overline{T_{12}}}{\overline{T_{12}}}=\frac{1+R-T}{T}=2\,\frac{1-T}{T}.
\]

For two boundaries the quantity \((1-T)/T\) thus adds. For unequal boundaries, summing probabilities gives \(T_1T_2/(1-R_1R_2)\), whose inverse minus one is \((1-T_1)/T_1+(1-T_2)/T_2\), so the rule extends to many boundaries when probabilities are combined at each step. That requires phase memory to be lost between boundaries. A spread of grain lengths alone is not enough: in a coherent chain with many boundaries the averaged transmission falls below the additive rule, and the gap widens with their number.

The Landauer conductance of a chain, including spin, is \((2e^2/h)T\). Its resistance is \((h/2e^2)[1+(1-T)/T]\), where the first term is present without a boundary. For parallel independent chains, one per area \(a^2\), the boundary resistance times area is

\[
\mathcal R=\frac{h}{2e^2}\,a^2\,\frac{1-T}{T}. \tag{7}
\]

## Example: a copper-like line

Take the rough round values \(t=2.0\) eV, \(a=2.5\) Å and a grain length of 30 nm. The band-centre velocity, \(2ta/\hbar=1.5\times10^6\) m/s, is of the size found in copper. For \(r=0.8\),

\[
T=\frac{4(0.64)}{(1.64)^2}=0.9518,\qquad \frac{1-T}{T}=0.0506 .
\]

The conductance per chain falls from 77.5 to 73.7 microsiemens. With \(h/2e^2=12906\) ohm and \(a^2=6.25\times10^{-16}\) cm², (7) gives

\[
\mathcal R=12906\times6.25\times10^{-16}\times0.0506=4.1\times10^{-13}\ \Omega\,\mathrm{cm}^2 .
\]

If phase memory is lost between boundaries, so that their resistances add, one such boundary every \(3.0\times10^{-6}\) cm adds \(1.4\times10^{-7}\) Ω cm, or 0.14 μΩ cm. This is 8% of a rough room-temperature bulk copper resistivity of 1.7 μΩ cm; at 378 K the bulk value is nearer 2.2 μΩ cm and the share about 6%.

Among the corrections calculated here for boundaries whose resistances add, the largest comes from oblique motion. Consider a half-filled simple cubic crystal with every bond across a flat boundary scaled by the same \(r\). Transverse wave vectors \(k_x,k_y\) are conserved, so each pair is a chain with longitudinal energy \(E+2t(\cos k_xa+\cos k_ya)\). Equation (4) applies to each, and \(T\) is largest at zero longitudinal energy. There are 0.630 open channels per atom, whatever the value of \(r\); for \(r=0.8\) their mean transmission is 0.907. Subtracting the resistance of the same crystal without a boundary replaces 0.0506 by

\[
\frac{1}{0.630}\Big(\frac1{0.907}-1\Big)\approx0.16 .
\]

The resistance grows by a factor 3.2: about 1.6 from the smaller number of channels and 2.0 from their lower transmission. The channel count belongs to the simple cubic model, not to copper: a free-electron sphere at copper's density has \(k_F^2/4\pi\) channels per unit area, about 0.92 per 6.25 Å², close to the one per \(a^2\) of independent chains, so the factor 1.6 is not a step towards copper. If the electrons arriving at each boundary fill the open channels evenly, and the boundary resistances add, the added resistivity becomes 0.44 μΩ cm. Even filling is an assumption: in a current driven by a field, fast channels usually carry a larger share, and because they reflect least, the added resistivity is then smaller. By comparison, thermal spreading at 378 K changes the single-chain \(T\) by \(-1\times10^{-5}\), and moving the Fermi level 1 eV off centre lowers it to 0.949.

How does this compare with real copper? Take 0.25 as a rough trial value for a reflection probability fitted to a narrow copper line; it is well above the 0.048 of the single chain and the mean 0.093 of the cubic crystal. Solving (5) for the bond gives \(r^2=(1\mp\sqrt R)/(1\pm\sqrt R)\); for \(R=0.25\), \(r^2=1/3\) or 3, so \(r=0.577\) or 1.732. If hopping varies roughly as the inverse square of bond length, the length is \(a/\sqrt r\). The example's \(r=0.8\) then means 2.80 Å, while \(R=0.25\) needs 3.29 Å or 1.90 Å, changes of about a third and a quarter. In the cubic crystal a mean reflection of 0.25 needs somewhat less, \(r\approx0.65\) or 1.5, that is changes of about a quarter and a fifth. At the band centre of the single-chain model, with this hopping law, a modest change of one bond length does not produce a reflection of this size; near a band edge it can. Real boundaries also have misoriented grains, missing neighbours and disorder, and copper has a different Fermi surface, d states and hopping beyond nearest neighbours. Their effect has not been calculated here, so the resistivities above are estimates of scale. The numerical output below lists the values used.

## Values computed for the example and the checks

```
hopping t = 2.0 eV; spacing a = 2.5 angstrom
band edges = -/+ 4.0 eV
band-centre velocity = 1.519e+06 m/s
band centre: r, T, R, rho, density at left and right boundary atom
  0.80  0.9518  0.0482  +0.2195  1.4872  0.9518
  1.25  0.9518  0.0482  -0.2195  0.6092  0.9518
  1.20  0.9675  0.0325  -0.1803  0.6719  0.9675
wave-packet transmission, r = 0.80: 0.9518
wave-packet transmission, r = 1.25: 0.9518
bound states, r = 1.25: -4.100, 4.100 eV
bound states outside band, r = 0.8: none
bond length from inverse-square hopping law (rough):
  r = 0.800: 2.80 angstrom
  r = 1.250: 2.24 angstrom
  r = 0.577: 3.29 angstrom
  r = 1.732: 1.90 angstrom
r giving R = 0.25: 0.577 and 1.732
R for r = 1+0.02: 3.9204e-04; r = 1-0.02: 4.0804e-04
conductance per chain, r = 0.8: 73.75 microsiemens
perfect chain: 77.48 microsiemens
resistance quantum h/2e^2 = 12906.4 ohm
(1-T)/T, r = 0.8: 0.0506
boundary resistance x area, chains: 4.084e-13 ohm cm^2
grain length = 30 nm; atoms = 120
added resistivity, chains: 0.136 microohm cm
rough bulk copper resistivity: 1.7 microohm cm
added/bulk, chains: 8.0 percent
NEGLECTED EFFECTS, r = 0.8 unless stated
temperature = 378 K; kT = 0.0326 eV
thermal change of T: -1.00e-05
T at 1 eV off centre: 0.9488
T with 0.5 eV site shifts: r=0.8: 0.9348; r=1.25: 0.9615
two boundaries, phase averaged T: 0.9081
two boundaries, 120 atoms between: 0.8246
two boundaries, 121 atoms between: 1.0000
cubic crystal, open channels per atom: 0.630
cubic crystal, mean T per open channel: 0.907
cubic boundary resistance x area: 1.31e-12 ohm cm^2
cubic added resistivity: 0.44 microohm cm
cubic/chain resistance ratio: 3.21
```
